# Why the exchange lattice sum diverges on a finite k-mesh: a numerical check

```python
# Result under test: with a density matrix from a finite k-mesh, the bare
# Coulomb exchange sum diverges as -2 pi L^2 / V per cell (two electrons per
# cell, cutoff radius L, supercell volume V). Truncating the density matrix or
# the interaction cures it; dropping the zero-wavevector term leaves an error
# alpha/edge - (2 pi <r^2>/3 + pi/mu^2)/V, times the Coulomb constant.
# Model: sites A (0,0,0) and B (1/2,1/2,1/2) in a cubic cell, one orbital each,
# site interaction erf(mu r)/r. rho is the density matrix of one spin.
# Energies in eV, lengths in angstrom.
import numpy as np
from scipy.special import erf, erfc
from scipy.constants import e, epsilon_0, pi

COULOMB = e / (4 * pi * epsilon_0) * 1e10   # eV angstrom
A = 4.0          # lattice constant
DELTA = 3.0      # site energies +DELTA on A, -DELTA on B
HOP = 0.5        # hopping strength to eight neighbours
MU = 0.8         # site-charge parameter, 1/angstrom
OMEGA = 0.2      # screening parameter, 1/angstrom


def density_matrix(n):
    """Real-space one-spin density matrix from an n*n*n mesh."""
    k = 2 * pi * np.arange(n) / n
    g = 1 + np.exp(-1j * k)
    f = -HOP * g[:, None, None] * g[None, :, None] * g[None, None, :]
    h = np.zeros((n, n, n, 2, 2), complex)
    h[..., 0, 0], h[..., 1, 1] = DELTA, -DELTA
    h[..., 0, 1], h[..., 1, 0] = f, f.conj()
    u = np.linalg.eigh(h)[1][..., :, 0]
    rho = {}
    for name, i, j in (("AA", 0, 0), ("BB", 1, 1), ("AB", 0, 1)):
        full = np.fft.fftn(u[..., i] * u[..., j].conj()) / n**3
        assert np.max(np.abs(full.imag)) < 1e-12
        rho[name] = full.real
    return rho


def bare(r):
    r = np.maximum(r, 1e-9)
    return erf(MU * r) / r


def screened(r):
    r = np.maximum(r, 1e-9)
    return (erf(MU * r) - erf(OMEGA * r)) / r


def radius(x):
    return np.sqrt(x[:, None, None]**2 + x[None, :, None]**2
                   + x[None, None, :]**2)


def extended(rho, half):
    """Repeat rho periodically over cells -half..half, with distances."""
    n = rho["AA"].shape[0]
    cells = np.arange(-half, half + 1)
    idx = np.ix_(cells % n, cells % n, cells % n)
    return (radius(A * cells), radius(A * (cells + 0.5)),
            {name: m[idx] for name, m in rho.items()})


def cumulative(r, term, cutoffs):
    bins = np.concatenate(([0.0], cutoffs))
    parts = np.histogram(r.ravel(), bins=bins, weights=term.ravel())[0]
    return np.cumsum(parts)


def lattice_sum(rho, cutoffs, v=bare):
    """Exchange energy per cell, summed directly to each cutoff radius."""
    cutoffs = np.atleast_1d(np.asarray(cutoffs, float))
    r0, r1, m = extended(rho, int(np.ceil(cutoffs[-1] / A)) + 1)
    same = cumulative(r0, (m["AA"]**2 + m["BB"]**2) * v(r0), cutoffs)
    cross = cumulative(r1, 2 * m["AB"]**2 * v(r1), cutoffs)
    return -COULOMB * (same + cross)


def hole_average(rho, func):
    """Sum of |rho|^2 func(r) with minimum-image distances."""
    n = rho["AA"].shape[0]
    edge = n * A
    r = []
    for shift in (0.0, 0.5):
        x = A * (np.arange(n) + shift)
        r.append(radius(x - edge * np.round(x / edge)))
    return (np.sum((rho["AA"]**2 + rho["BB"]**2) * func(r[0]))
            + 2 * np.sum(rho["AB"]**2 * func(r[1])))


def dropped_zero(rho, m=12):
    """Reciprocal-space exchange without the zero-wavevector term."""
    n = rho["AA"].shape[0]
    size = n * m
    q = 2 * pi * np.fft.fftfreq(size, 1.0 / size) / (n * A)
    q2 = radius(q)**2
    q2[0, 0, 0] = 1.0
    vq = 4 * pi / q2 * np.exp(-q2 / (4 * MU**2))
    vq[0, 0, 0] = 0.0
    p = np.exp(0.5j * q * A)
    phase = p[:, None, None] * p[None, :, None] * p[None, None, :]
    w = []
    for arr in (vq, vq * phase):
        folded = arr.reshape(m, n, m, n, m, n).sum(axis=(0, 2, 4))
        w.append(np.fft.ifftn(folded).real / A**3)
    return -COULOMB * (np.sum((rho["AA"]**2 + rho["BB"]**2) * w[0])
                       + 2 * np.sum(rho["AB"]**2 * w[1]))


def madelung():
    """Cubic Madelung constant for unit edge, by an Ewald sum."""
    eta = 2.0
    t = radius(np.arange(-7, 8).astype(float)).ravel()
    t = t[t > 0]
    q = 2 * pi * t
    return (2 * eta / np.sqrt(pi) + pi / eta**2 - np.sum(erfc(eta * t) / t)
            - np.sum(4 * pi / q**2 * np.exp(-q**2 / (4 * eta**2))))


meshes = (2, 4, 6, 8, 12)
rhos = {n: density_matrix(n) for n in meshes + (24,)}

# Folding of the dense-mesh matrix and one full hole per supercell
for name in ("AA", "BB", "AB"):
    fold = rhos[24][name].reshape(6, 4, 6, 4, 6, 4).sum(axis=(0, 2, 4))
    assert np.allclose(fold, rhos[4][name], atol=1e-12)
holes = {n: hole_average(rhos[n], np.ones_like) for n in rhos}
assert all(abs(x - 1) < 1e-11 for x in holes.values())

print(f"Coulomb constant          {COULOMB:.4f} eV angstrom")
print(f"lattice constant          {A:.1f} angstrom")
print(f"site energies +/-         {DELTA:.1f} eV")
print(f"hopping strength          {HOP:.1f} eV")
print(f"site parameter mu         {MU:.1f} 1/angstrom")
print(f"screening omega           {OMEGA:.1f} 1/angstrom")
print(f"on-site interaction       {COULOMB * bare(0.0):.4f} eV")
print(f"hole count, mesh 4        {holes[4]:.6f}")

reference = -COULOMB * hole_average(rhos[24], bare)
plateau = lattice_sum(rhos[24], 40.0)[0]
assert abs(plateau - reference) < 1e-4
print(f"reference, mesh 24        {reference:.6f} eV")
print(f"mesh 24, direct to 40 A   {plateau:.6f} eV")

# Direct sums on a coarse mesh
shown = np.array([8.3, 20.3, 40.3, 80.3, 160.3])
for cut, energy in zip(shown, lattice_sum(rhos[4], shown)):
    print(f"mesh 4, sum to {cut:5.1f} A     {energy:.3f} eV")

# Growth with the square of the cutoff; many cutoffs average the shell noise
cutoffs = np.linspace(80.37, 160.37, 81)
for n in (2, 4):
    slope = np.polyfit(cutoffs**2, lattice_sum(rhos[n], cutoffs), 1)[0]
    law = -2 * pi * COULOMB / (n * A)**3
    assert abs(slope / law - 1) < 0.03
    print(f"mesh {n} slope, direct      {slope:.6f} eV/angstrom^2")
    print(f"mesh {n} slope, predicted   {law:.6f} eV/angstrom^2")

# Exchange shifts of the occupied and empty level at the zone centre
r0, r1, m = extended(rhos[4], 42)
kaa = -COULOMB * cumulative(r0, m["AA"] * bare(r0), cutoffs)
kbb = -COULOMB * cumulative(r0, m["BB"] * bare(r0), cutoffs)
kab = -COULOMB * cumulative(r1, m["AB"] * bare(r1), cutoffs)
vecs = np.linalg.eigh([[DELTA, -8 * HOP], [-8 * HOP, -DELTA]])[1]
level_slopes = []
for c in vecs.T:
    shift = c[0]**2 * kaa + c[1]**2 * kbb + 2 * c[0] * c[1] * kab
    level_slopes.append(np.polyfit(cutoffs**2, shift, 1)[0])
law = -2 * pi * COULOMB / (4 * A)**3
assert abs(level_slopes[0] / law - 1) < 0.03
assert abs(level_slopes[1] / law) < 0.03
print(f"occupied level slope      {level_slopes[0]:.6f} eV/angstrom^2")
print(f"empty level slope         {level_slopes[1]:.6f} eV/angstrom^2")

# Remedies, as errors against the dense-mesh reference
alpha = madelung()
r2 = hole_average(rhos[24], np.square)
print(f"Madelung constant         {alpha:.6f}")
print(f"hole second moment        {r2:.4f} angstrom^2")
print("errors in eV: minimum image, sphere, dropped, dropped predicted")
err = {}
for n in meshes:
    edge = n * A
    volume = edge**3
    r_cut = (3 * volume / (4 * pi))**(1 / 3)
    mic = -COULOMB * hole_average(rhos[n], bare) - reference
    sphere = lattice_sum(rhos[n], r_cut)[0] - reference
    drop = dropped_zero(rhos[n]) - reference
    guess = COULOMB * (alpha / edge
                       - (2 * pi * r2 / 3 + pi / MU**2) / volume)
    err[n] = (mic, sphere, drop, guess)
    print(f"mesh {n:2d}: {mic:.2e} {sphere:.2e} {drop:.6f} {guess:.6f}")
assert abs(err[8][0]) < 1e-3 and abs(err[12][0]) < 1e-5
assert abs(err[8][0]) < 0.1 * abs(err[4][0])
assert abs(err[8][1]) < 5e-3 and abs(err[12][1]) < 1e-4
assert abs(err[12][2] - err[12][3]) < 5e-5
assert err[12][2] > 0.5

# Screened interaction: convergent sum, but images count on a small mesh
ref_sr = -COULOMB * hole_average(rhos[24], screened)
print(f"screened reference        {ref_sr:.6f} eV")
for n in (2, 4, 8):
    near, far = lattice_sum(rhos[n], [40.3, 80.3], screened)
    assert abs(near - far) < 1e-8
    image = far + COULOMB * hole_average(rhos[n], screened)
    print(f"mesh {n} screened error     {far - ref_sr:.2e} eV")
    print(f"mesh {n} image part         {image:.2e} eV")
    if n == 2:
        assert image < -0.1
    if n == 8:
        assert abs(far - ref_sr) < 1e-3

print("all assertions hold")
```

It prints:

```
Coulomb constant          14.3996 eV angstrom
lattice constant          4.0 angstrom
site energies +/-         3.0 eV
hopping strength          0.5 eV
site parameter mu         0.8 1/angstrom
screening omega           0.2 1/angstrom
on-site interaction       12.9986 eV
hole count, mesh 4        1.000000
reference, mesh 24        -12.347234 eV
mesh 24, direct to 40 A   -12.347234 eV
mesh 4, sum to   8.3 A     -12.352 eV
mesh 4, sum to  20.3 A     -17.906 eV
mesh 4, sum to  40.3 A     -50.490 eV
mesh 4, sum to  80.3 A     -149.694 eV
mesh 4, sum to 160.3 A     -573.686 eV
mesh 2 slope, direct      -0.176777 eV/angstrom^2
mesh 2 slope, predicted   -0.176710 eV/angstrom^2
mesh 4 slope, direct      -0.022022 eV/angstrom^2
mesh 4 slope, predicted   -0.022089 eV/angstrom^2
occupied level slope      -0.022030 eV/angstrom^2
empty level slope         0.000012 eV/angstrom^2
Madelung constant         2.837297
hole second moment        0.9666 angstrom^2
errors in eV: minimum image, sphere, dropped, dropped predicted
mesh  2: -2.10e-01 -2.11e-01 4.723129 4.912021
mesh  4: -4.68e-03 -5.06e-03 2.524735 2.529131
mesh  6: -1.74e-04 -1.96e-04 1.694971 1.695115
mesh  8: -7.34e-06 -7.96e-06 1.273705 1.273706
mesh 12: -1.63e-08 -1.98e-08 0.850266 0.850266
screened reference        -9.132839 eV
mesh 2 screened error     -4.91e-01 eV
mesh 2 image part         -2.92e-01 eV
mesh 4 screened error     -4.46e-03 eV
mesh 4 image part         -5.50e-05 eV
mesh 8 screened error     -6.76e-06 eV
mesh 8 image part         -7.73e-13 eV
all assertions hold
```
